# The self-energy after one Hedin pass from a local potential, part 2

The problem asks what self-energy follows when a multiplicative Kohn-Sham potential $v_{xc}(\mathbf r)$, a functional of the density $n$, is put into Hedin's equations as the first self-energy and the equations are passed through once.

Units have $\hbar=1$. A numeral stands for a point in space and time, $1=(\mathbf r_1,t_1)$, and $1^+$ is infinitesimally later. Products without arguments are matrix products, and $A^T(1,2)=A(2,1)$. The system is spin-unpolarized: $G$ is the Kohn-Sham Green function of one spin, and spin sums appear as factors of 2. $v$ is the Coulomb interaction, and $\varphi$ is a probe coupled to the density. With $h$ the kinetic energy plus external potential,

$$G^{-1}=i\partial_t-h-V-v_{xc},\qquad V=\varphi+vn .$$

The kernel $f_{xc}(1,2)=\delta v_{xc}(1)/\delta n(2)$ is adiabatic and symmetric. The independent-particle response is $\chi_0(1,2)=-2i\,G(1,2)\,G(2,1^+)$, and the full response is $\chi=\delta n/\delta\varphi$, also symmetric.

The self-energy $\Sigma$ beyond the Hartree potential is

$$\Sigma(1,2)=-i\int v(1^+,3)\,G(1,4)\,\frac{\delta G^{-1}(4,2)}{\delta\varphi(3)}\,d3\,d4. \tag{1}$$

The vertex $\Gamma=-\delta G^{-1}/\delta V$ is local, $\Gamma(1,2;3)=\delta(1,2)\,\tilde\Gamma(1,3)$. With the polarizability $P=\delta n/\delta V$ and the test-charge interaction $W$, the earlier results are

$$\tilde\Gamma=(1-f_{xc}\chi_0)^{-1}. \tag{6}$$

$$P=\chi_0(1-f_{xc}\chi_0)^{-1}=(1-\chi_0f_{xc})^{-1}\chi_0. \tag{7}$$

$$\chi=[1-\chi_0(v+f_{xc})]^{-1}\chi_0. \tag{8}$$

$$W=(1-vP)^{-1}v=v(1-Pv)^{-1}. \tag{9}$$

For $f_{xc}=0$, $W$ is the interaction of the random-phase approximation (RPA). The new self-energy is

$$\boxed{\;\Sigma(1,2)=iG(1,2)\,\tilde W(1^+,2),\qquad \tilde W=v\,[1-\chi_0(v+f_{xc})]^{-1}\;} \tag{10}$$

It replaces $v_{xc}$, so the correction to the Kohn-Sham levels is $\Sigma-v_{xc}$.

### (f) A direct route and the meaning of the interaction

Derive $\tilde W$ again from (1), without using $\Gamma$, $P$ or $W$. Interpret it, and examine its symmetry and its uniform limit.

*Solution.* Write $K=v+f_{xc}$. The starting inverse Green function contains the local potential $\varphi+vn+v_{xc}$. Its response to the bare probe is

$$-\frac{\delta G^{-1}(4,2)}{\delta\varphi(3)}=\delta(4,2)\,[1+K\chi](2,3).$$

In (1) this gives $\Sigma(1,2)=iG(1,2)\int v(1^+,3)[1+K\chi](2,3)\,d3$. Transposing the bracket, with $K$ and $\chi$ symmetric,

$$\tilde W=v(1+\chi K)=v+v\chi(v+f_{xc}). \tag{11}$$

It agrees with (10), because (8) gives

$$1+\chi K=(1-\chi_0K)^{-1}\bigl[(1-\chi_0K)+\chi_0K\bigr]=(1-\chi_0K)^{-1}.$$

Read (11) from left to right. A unit charge at 1 acts on the system through its Coulomb potential $v$. The system responds with the density change $\chi v$. An electron at 2 feels this density through $v$ and through the change $f_{xc}\,\delta n$ of its exchange-correlation potential. In $W=v+v\chi v$ the object at 2 is a classical test charge, which feels the Coulomb part alone. The kernel thus acts in two places: inside $\chi$, where the screening electrons feel one another, and at the end point 2.

The two ends differ, so $\tilde W$ is in general not symmetric, and neither is $\Sigma$. For a real Hamiltonian without a probe the exact $G(\mathbf r_1,\mathbf r_2;\omega)$ is symmetric in space, since its amplitudes can be chosen real; its inverse and the exact self-energy are then symmetric too. The asymmetry is therefore an artifact of the approximation (10), in which the kernel acts at one end only. It does not affect diagonal elements $\langle m|\Sigma|m\rangle$ with real orbitals, where transposition changes nothing.

In a uniform system $v$, $f_{xc}$ and $\chi_0$ are all diagonal in the wave vector $q$, so they commute and

$$\tilde W(q,\omega)=\frac{v(q)}{1-[v(q)+f_{xc}(q)]\,\chi_0(q,\omega)} .$$

The asymmetry then vanishes, which the numerical check confirms on a ring of equal sites.

The uniform static case also orders the possible interactions. Put $\chi_0=-x$ and $f_{xc}=-g$ with $x,g>0$ and $gx<1$. Then

$$W_{\rm RPA}=\frac{v}{1+vx},\qquad W=\frac{v(1-gx)}{1+(v-g)x},\qquad \tilde W=\frac{v}{1+(v-g)x}.$$

The denominator of $\tilde W$ is smaller than that of $W_{\rm RPA}$, so $\tilde W>W_{\rm RPA}$. To compare the first two, note that $(1-gx)(1+vx)=1+(v-g)x-gvx^2$ is smaller than $1+(v-g)x$; hence $W<W_{\rm RPA}$. An attractive kernel kept in $P$ alone strengthens the screening. Once it also acts on the electron at the end point, the net interaction is less strongly screened than in the RPA. This order holds for each wave vector of a uniform system; it need not hold for every element in real space.

When $1-\chi_0K$ becomes singular at zero frequency, $\chi$ diverges. The starting state is then at a density instability of the chosen functional, and (10) cannot be used there.

### (g) The frequency integral

Let the Kohn-Sham orbitals $\phi_m$ be real, with levels $\varepsilon_m$. Write $\Sigma(\omega)$ as a sum over excitations.

*Solution.* For $t=t_1-t_2>0$, the empty orbitals give $G(1,2)=-i\sum_a\phi_a\phi_ae^{-i\varepsilon_at}$ and the occupied ones give $G(2,1)=i\sum_i\phi_i\phi_ie^{i\varepsilon_it}$. With $b_{ia}(\mathbf r)=\phi_i(\mathbf r)\phi_a(\mathbf r)$ and $\Delta_{ia}=\varepsilon_a-\varepsilon_i$, the product is $-2i\sum b_{ia}b_{ia}e^{-i\Delta_{ia}|t|}$, and the same holds for $t<0$. The Fourier transform of $e^{-i\Delta|t|}$ is

$$\frac{i}{\omega-\Delta}-\frac{i}{\omega+\Delta}=\frac{2i\Delta}{\omega^2-\Delta^2},$$

where $\Delta$ carries an infinitesimal negative imaginary part. Therefore

$$\chi_0(\omega)=\sum_{ia}\frac{4\Delta_{ia}}{\omega^2-\Delta_{ia}^2}\,b_{ia}b_{ia}^T=B(\omega^2-D^2)^{-1}B^T .$$

The columns of $B$ are $\sqrt{4\Delta_{ia}}\,b_{ia}$, and $D$ is the diagonal matrix of the $\Delta_{ia}$. Define $R=(\omega^2-D^2-B^TKB)^{-1}$ and $R_0=(\omega^2-D^2)^{-1}$. Then $R=R_0+R_0B^TKBR$. Multiplying by $B$ on the left and $B^T$ on the right shows that $BRB^T$ obeys $\chi=\chi_0+\chi_0K\chi$, so $\chi=BRB^T$.

Let the symmetric matrix $D^2+B^TKB$ have eigenvectors $Z_s$ and positive eigenvalues $\Omega_s^2$. With transition densities $\rho_s=BZ_s/\sqrt{2\Omega_s}$,

$$\chi(\omega)=\sum_s\frac{2\Omega_s}{\omega^2-\Omega_s^2}\,\rho_s\rho_s^T .$$

This falls as $1/\omega^2$, so (11) tends to the bare $v$ at high frequency. The kernel adds no instantaneous interaction of its own.

The product in time (10) becomes a convolution. Since $\tilde W$ is even in frequency,

$$\Sigma(\omega)=\frac{i}{2\pi}\int d\omega'\,e^{i\omega'0^+}G(\omega+\omega')\tilde W(\omega'),$$

with $G$ and $\tilde W$ multiplied element by element in space. For the part $v$ the contour is closed in the upper half-plane. Only the occupied poles of $G$ lie there, and $\frac{i}{2\pi}\,2\pi i=-1$ gives

$$\Sigma_x(\mathbf r,\mathbf r')=-\sum_i\phi_i(\mathbf r)\phi_i(\mathbf r')\,v(\mathbf r,\mathbf r').$$

For the remainder use

$$\frac{2\Omega}{\omega'^2-\Omega^2}=\frac1{\omega'-\Omega+i0^+}-\frac1{\omega'+\Omega-i0^+}.$$

If $m$ is empty, the pole of $G$ lies in the lower half-plane. Closing above picks up $\omega'=-\Omega$, and $\frac{i}{2\pi}\,2\pi i\,(-1)=1$ multiplies $1/(\omega-\Omega-\varepsilon_m)$. If $m$ is occupied, closing below picks up $\omega'=\Omega$, and $\frac{i}{2\pi}(-2\pi i)=1$ multiplies $1/(\omega+\Omega-\varepsilon_m)$. Thus

$$\Sigma_c(\mathbf r,\mathbf r';\omega)=\sum_{m,s}\frac{\phi_m(\mathbf r)\phi_m(\mathbf r')\,(v\rho_s)(\mathbf r)\,(K\rho_s)(\mathbf r')}{\omega-\varepsilon_m\pm\Omega_s}, \tag{12}$$

with the plus sign for occupied and the minus sign for empty $m$. The factors $v\rho_s$ and $K\rho_s$ show the two unequal ends of $\tilde W$.

### (h) A four-site chain

Take an open chain with four electrons, hopping amplitude $-1$ eV, site energies $-1.0,\ 0.5,\ 0.0,\ 0.5$ eV and $v_{ij}=2/\sqrt{1+(i-j)^2}$ eV. Each site carries one unit of neutralizing background charge. The starting potential is $v_{xc}=-A\,n^{1/3}$ with $A=1$ eV; it is a model, not the exact potential of the chain. Compare the interactions and the levels with and without $f_{xc}$.

*Solution.* Self-consistency gives the site densities $1.580,\ 0.555,\ 1.220,\ 0.644$. The kernel is diagonal, $f_{xc}=-\frac A3n^{-2/3}$; on site 1 it is $-0.246$ eV.

The static response on site 1 is $\chi_{0,11}=-0.323$ eV$^{-1}$. To first order the vertex there is $1+f_{xc}\chi_0=1+0.246\times0.323=1.079$. The full inverse gives $\tilde\Gamma_{11}=1.097$.

One element of (10) can be checked by hand in the form $\tilde W(1-\chi_0K)=v$. The first column of $K$ is $(1.7543,\,1.4142,\,0.8944,\,0.6325)$ eV. With the static $\chi_0$ from the check's output, the first column of $\chi_0K$ is $(-0.1940,\,0.0411,\,-0.0827,\,0.2354)$. The first row of $\tilde W$ is $(1.8070,\,1.3185,\,0.9861,\,0.7841)$ eV, so

$$1.8070(1.1940)-1.3185(0.0411)+0.9861(0.0827)-0.7841(0.2354)\approx2.000\ \text{eV},$$

which is $v_{11}$.

On site 1 the bare 2 eV is screened to 1.782 eV in the RPA, to 1.754 eV with $f_{xc}$ in $P$ only, and to 1.807 eV in $\tilde W$. The on-site elements of all four sites show this order, the one derived for the uniform case. Elements between different sites need not follow it: the bare $v_{12}=1.414$ eV is screened to 1.368 eV in the RPA and further, to 1.3185 eV, in $\tilde W_{12}$. The largest difference between $\tilde W_{ij}$ and $\tilde W_{ji}$ is 0.098 eV, between $\tilde W_{24}=0.947$ and $\tilde W_{42}=1.045$ eV. The asymmetry is thus about a tenth of these elements.

The levels solve $E=\varepsilon_m+\langle m|\Sigma(E)-v_{xc}|m\rangle$, with off-diagonal elements neglected. For the highest occupied level (HOMO) with $\tilde W$,

$$E=-1.870+1.069-1.694+0.036\approx-2.458\ \text{eV},$$

where the terms are $\varepsilon$, $-\langle v_{xc}\rangle$, $\langle\Sigma_x\rangle$ and $\langle\Sigma_c\rangle$; the sum was taken before rounding. For the lowest empty level (LUMO),

$$E=-0.354+0.914-0.330-0.021=0.209\ \text{eV}.$$

The schemes compare as follows, in eV:

| Scheme | HOMO | LUMO | Gap |
|---|---|---|---|
| $GW$, RPA | −2.464 | 0.203 | 2.667 |
| $f_{xc}$ in $P$ only | −2.461 | 0.199 | 2.660 |
| $G\tilde W$ | −2.458 | 0.209 | 2.667 |
| Full diagonalization | −2.478 | 0.217 | 2.695 |

The last row contains differences of ground-state energies, $E_4-E_3$ and $E_5-E_4$, where the subscript is the number of electrons. It is exact for this lattice Hamiltonian, up to numerical precision.

Relative to RPA $GW$, the full use of $f_{xc}$ raises the HOMO by 0.006 eV and the LUMO by 0.005 eV and leaves the gap unchanged to 0.001 eV. Relative to full diagonalization, the LUMO error shrinks from 0.014 to 0.008 eV, while the HOMO error grows from 0.0145 to 0.0201 eV. The vertex does not improve the levels uniformly here.

The opening from the Kohn-Sham gap of 1.516 eV comes from replacing $v_{xc}$ by bare exchange, which alone overshoots to about 2.72 eV; $\Sigma_c$ then narrows the gap again. Without $\Sigma_c$ the levels would be $-2.495$ and $0.230$ eV, with errors of 0.016 and 0.013 eV. These are as large as the RPA errors but of opposite sign, so in this model the RPA correlation term is about twice the shift that would bring these exchange-only levels onto the exact ones. Keeping the off-diagonal elements of $\Sigma-v_{xc}$ moves the levels by about 0.001 eV or less, too little to account for these errors. The numbers do not separate the other possible causes. Among them are the missing nonlocal vertex, the choice of starting potential and the lack of self-consistency in $G$; none of these was tested separately.

## Computed values

```
hopping, U, A (eV): 1.0 2.0 1.0
site energies (eV): -1.0 0.5 0.0 0.5
v from site 1 (eV): 2.0000 1.4142 0.8944 0.6325
site densities (electrons): 1.5801 0.5552 1.2204 0.6443
fxc diagonal (eV): -0.2457 -0.4934 -0.2919 -0.4468
Kohn-Sham levels (eV): -2.6261 -1.8699 -0.3543 0.7559
static chi0 row 1 (1/eV): -0.3227 0.2209 -0.0177 0.1194
static chi0 row 2 (1/eV): 0.2209 -0.2787 0.0426 0.0152
static chi0 row 3 (1/eV): -0.0177 0.0426 -0.3670 0.3421
static chi0 row 4 (1/eV): 0.1194 0.0152 0.3421 -0.4767
static vertex row 1 (no unit): 1.0968 -0.0689 0.0142 -0.0420
static vertex row 2 (no unit): -0.1384 1.1686 -0.0278 -0.0024
static vertex row 3 (no unit): 0.0168 -0.0164 1.1454 -0.1458
static vertex row 4 (no unit): -0.0765 -0.0022 -0.2232 1.3019
static W RPA, diagonal (eV): 1.7822 1.8348 1.8475 1.7573
static W, fxc in P, diagonal (eV): 1.7540 1.8058 1.8284 1.7153
static Wt, diagonal (eV): 1.8070 1.8830 1.8815 1.8464
static Wt row 1 (eV): 1.8070 1.3185 0.9861 0.7841
static Wt row 2 (eV): 1.3431 1.8830 1.3437 0.9469
static Wt row 3 (eV): 0.9350 1.3439 1.8815 1.3683
static Wt row 4 (eV): 0.8345 1.0450 1.3780 1.8464
largest static |Wt - Wt^T| (eV): 0.0981
lowest excitation, RPA and with fxc (eV): 1.8442 1.7208
HOMO: <vxc>, <Sigma_x> (eV): -1.0688 -1.6936
LUMO: <vxc>, <Sigma_x> (eV): -0.9140 -0.3299
GW, RPA W: HOMO, LUMO, gap (eV): -2.4639 0.2033 2.6672
GW, RPA W: <Sigma_c> HOMO, LUMO (eV): 0.0308 -0.0265
fxc in P only: HOMO, LUMO, gap (eV): -2.4606 0.1994 2.6600
fxc in P only: <Sigma_c> HOMO, LUMO (eV): 0.0341 -0.0303
G Wt: HOMO, LUMO, gap (eV): -2.4583 0.2086 2.6669
G Wt: <Sigma_c> HOMO, LUMO (eV): 0.0364 -0.0212
full diagonalization: HOMO, LUMO, gap (eV): -2.4785 0.2170 2.6955
error, derivative identity (eV): 2.1e-09
kick frequency on imaginary axis (eV): 1.0
error, vertex from kicks (no unit): 2.0e-10
error, P from kicks (1/eV): 7.4e-10
error, W and Wt from kicks (eV): 3.7e-10 4.1e-10
error, Sigma poles vs quadrature (eV): 1.0e-15
```
